# Vineyard's Harmonic Jump Rate from Normal Modes at Minimum and Saddle, part 2

An atom in a solid jumps from a potential minimum A over a saddle S, and we want the rate \(\Gamma\) through that saddle. The nuclei move classically, A is in thermal equilibrium, and \(k_BT\) is small against the barrier \(\Delta V=V_S-V_A\). The fourth assumption of Section 2 is that a trajectory that passes the saddle region settles on the far side before it can return. A fixed frame holds some atoms, so there are no free translations at first.

The algebra uses atomic units, \(\hbar=1\), and \(\beta=1/k_BT\). The \(n\) Cartesian coordinates \(x_i\), with masses \(m_i\), are mass-weighted: \(q_i=\sqrt{m_i}\,x_i\). With the Hessian \(\Phi_{ij}=\partial^2V/\partial x_i\partial x_j\), the curvature matrix, called \(K_A\) at A and \(K_S\) at S, is

\[
K_{ij}=\frac{\partial^2V}{\partial q_i\partial q_j}=\frac{\Phi_{ij}}{\sqrt{m_im_j}} . \tag{2}
\]

Its eigenvalues \(\lambda\) are \(\omega_i^2\) at A. At S they are \(\omega_j'^2\), with eigenvectors \(e_j\) and coordinates \(Q_j\), and \(-\gamma^2\) for the unstable mode, with \(e_0\), \(Q_0\) and \(\gamma=|\omega_u|>0\).

A dividing plane \(u\cdot q=0\) passes through S, with \(q\) measured from S and the unit normal \(u=c_0e_0+\sum_jc_je_j\) pointing away from A. It is confining if \(V\) rises in all directions within it; \(P\) is the curvature matrix within the plane. The one-way thermal flux through it is

\[
\Gamma_u=\frac{1}{\sqrt{2\pi\beta}}\;
\frac{\int dq\,\delta(u\cdot q)\,e^{-\beta V}}{\int_A dq\,e^{-\beta V}} . \tag{4}
\]

The harmonic integrals are

\[
\int_A dq\,e^{-\beta V}\approx e^{-\beta V_A}\left(\frac{2\pi}{\beta}\right)^{n/2}\prod_{i=1}^{n}\frac1{\omega_i}, \tag{5}
\]

\[
\int dq\,\delta(u\cdot q)\,e^{-\beta V}\approx e^{-\beta V_S}\left(\frac{2\pi}{\beta}\right)^{(n-1)/2}\frac{1}{\sqrt{\det P}} . \tag{6}
\]

They give \(\Gamma_u=\Gamma/\sqrt F\), with \(F=-\gamma^2\,u^{T}K_S^{-1}u\le1\). The flux is least, with \(F=1\), for \(u=e_0\), which yields Vineyard's formula:

\[
\Gamma=\frac1{2\pi}\,\frac{\prod_{i=1}^{n}\omega_i}{\prod_{j=1}^{n-1}\omega'_j}\;e^{-\Delta V/k_BT}. \tag{9}
\]

In terms of the frequencies \(\nu=\omega/2\pi\) it reads

\[
\Gamma=\frac{\prod_{i=1}^{n}\nu_i}{\prod_{j=1}^{n-1}\nu'_j}\;e^{-\Delta V/k_BT}. \tag{1}
\]

### 8. Why tilted planes overcount

In the harmonic region the unstable coordinate obeys \(\ddot Q_0=\gamma^2Q_0\), so

\[
Q_0(t)=Q_0(0)\cosh\gamma t+\frac{\dot Q_0(0)}{\gamma}\sinh\gamma t . \tag{10}
\]

A trajectory that crosses the plane \(Q_0=0\) at \(t=0\) with \(\dot Q_0>0\) has \(Q_0(t)>0\) at all later times for which (10) applies. It does not recross.

For a tilted plane the crossing point may have \(Q_0\ne0\). By (10), the trajectory ends on the far side if \(\dot Q_0+\gamma Q_0>0\). To count net passages, add all crossings of the plane with their sign, for those trajectories that end on the far side. A trajectory that also began there crosses forward as often as backward and contributes nothing. A true jump contributes one. The net flux is thus proportional to

\[
J_u=\int dq\,\delta(u\cdot q)\,e^{-\beta(V-V_S)}\,\big\langle (u\cdot\dot q)\,\Theta(\dot Q_0+\gamma Q_0)\big\rangle ,
\]

where the brackets average over thermal velocities. In \(u\cdot\dot q=c_0\dot Q_0+\sum_jc_j\dot Q_j\), the velocities \(\dot Q_j\) are independent of \(\dot Q_0\) and average to zero. The remaining part is

\[
c_0\,\frac{\int_{-\gamma Q_0}^{\infty}v\,e^{-\beta v^2/2}dv}{\sqrt{2\pi/\beta}}
=\frac{c_0}{\sqrt{2\pi\beta}}\,e^{-\beta\gamma^2Q_0^2/2}.
\]

The Boltzmann weight contains \(e^{+\beta\gamma^2Q_0^2/2}\) from the negative curvature, and the two exponentials cancel. Nothing but the delta function then depends on \(Q_0\). Its integral over \(Q_0\) is \(1/c_0\) for \(c_0>0\), so

\[
J_u=\frac{1}{\sqrt{2\pi\beta}}\prod_j\sqrt{\frac{2\pi}{\beta}}\,\frac1{\omega'_j}.
\]

The tilt has disappeared. Every confining plane yields Vineyard's rate once recrossings are counted, and the fraction of the one-way flux that survives is \(\Gamma/\Gamma_u=\sqrt F\).

### 9. Where the masses enter

From (2), \(\det K=\det\Phi/\prod_im_i\) at both stationary points. The frequency products are

\[
\prod_i\omega_i=\sqrt{\det K_A},\qquad
\prod_j\omega'_j=\frac{\sqrt{|\det K_S|}}{\gamma}.
\]

In their ratio the product of the masses cancels, and (9) becomes

\[
\Gamma=\frac{\gamma}{2\pi}\sqrt{\frac{\det\Phi_A}{|\det\Phi_S|}}\;e^{-\Delta V/k_BT}. \tag{11}
\]

For a given potential the masses act through \(\gamma\) alone. The unstable mode is thus absent from the product in (9), yet it controls the mass dependence.

The direction of the effect follows from the lowest eigenvalue of \(K_S\). Written in Cartesian displacements \(d\), it gives

\[
\gamma^2=\max_d\;\frac{-\,d^{T}\Phi_Sd}{\sum_im_id_i^2}.
\]

Raising any mass enlarges the denominator, so \(\gamma\) and the rate fall or stay the same. An atom matters in this respect if it moves in the unstable mode.

### 10. Free translations

In a periodic crystal of \(N\) atoms, a common shift of all atoms costs no energy. The \(3N\) modes then include three with zero frequency at A and at S, and formula (9) cannot be used with them.

For a shift along one axis, the unit vector in mass-weighted space has the components \(\sqrt{m_i/M_{\rm tot}}\) on the coordinates along that axis and zero on the others. It is the same vector at A and at S. At S it is orthogonal to \(e_0\), because the two belong to different eigenvalues, so it lies in the dividing plane. Its coordinate is therefore integrated over in both (5) and (6). Each integral yields the same length in place of a Gaussian factor, and these lengths cancel. The translations are left out of both products: \(3N-3\) frequencies remain above and \(3N-4\) below. The determinants in (11) vanish in this case, so that form needs coordinates relative to some reference atom.

### 11. Where the formula fails

**Anharmonicity.** Thermal displacements scale as \(\sqrt{k_BT}\). A cubic term in \(\beta V\) is then of order \(\sqrt{k_BT}\), but it is odd and averages to zero in first order. Its square and the quartic term are of order \(k_BT\). The relative error of (9) thus starts linearly in \(k_BT\), divided by an energy that measures the anharmonicity. This energy depends on the shape of the potential. In the example of Section 12 it is about 2.6 eV, roughly three times the barrier. A very soft mode, such as a nearly free rotation, can make it much smaller. As \(\omega'_j\to0\) formula (9) diverges, whereas the true integral over a bounded coordinate, such as an angle, stays finite.

**Quantum motion.** The levels \(\omega(l+\tfrac12)\) of an oscillator give the partition function

\[
\sum_{l=0}^{\infty}e^{-\beta\omega(l+1/2)}=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}}=\frac{1}{2\sinh(\beta\omega/2)} .
\]

The classical value is \(1/(\beta\omega)\). With \(\sinh y\approx y+y^3/6\) and \(y=\beta\omega/2\), the ratio of quantum to classical is

\[
\frac{\beta\omega/2}{\sinh(\beta\omega/2)}\approx1-\frac{(\beta\omega)^2}{24}. \tag{12}
\]

Such factors occur for the modes at S and at A and cancel in part. Tunnelling along the unstable mode is a separate effect, which (9) omits.

**Return from beyond the saddle.** Section 8 excludes recrossing of the plane normal to the unstable mode as long as the motion stays in the harmonic region. Whether the system then settles depends on how fast the jumping atom passes its energy to the rest of the solid. If this is slow, some trajectories return and the true rate lies below the flux.

### 12. Worked example: an atom and a neighbour that follows it

The example is a model with round parameters and stands for no particular material. The jumping atom has the coordinate \(x\) along the jump and \(z\) across it. A neighbour has the displacement \(y\) along the jump. The potential is

\[
V=D\left(\frac{x^2}{a^2}-1\right)^2+\frac k2(y-cx)^2+\frac12\left[\kappa_S+(\kappa_A-\kappa_S)\frac{x^2}{a^2}\right]z^2 ,
\]

with \(D=0.8\) eV, \(a=1\) Å, \(c=0.5\), and \(k=8\), \(\kappa_A=6\), \(\kappa_S=3\) in eV/Å². The jumper has mass 20 u and the neighbour 40 u.

**Stationary points.** The bracket is positive, so \(\partial V/\partial z=0\) requires \(z=0\), and \(\partial V/\partial y=0\) requires \(y=cx\). Then \(\partial V/\partial x=(4Dx/a^2)(x^2/a^2-1)\) vanishes at \(x=\pm a\), the minima, and at \(x=0\), the saddle. The barrier is \(D=0.8\) eV.

**Hessians.** At \(z=0\),

\[
\Phi_{xx}=\frac{4D}{a^2}\left(\frac{3x^2}{a^2}-1\right)+kc^2,\qquad \Phi_{xy}=-kc,\qquad \Phi_{yy}=k .
\]

In eV/Å², \(\Phi_{xx}\) is \(6.4+2=8.4\) at the minimum and \(-3.2+2=-1.2\) at the saddle. At both points \(\Phi_{xy}=-4\) and \(\Phi_{yy}=8\). The \(z\) motion is uncoupled, with \(\Phi_{zz}=6\) and 3.

**Frequencies.** Division by the masses as in (2) gives, in eV/(Å² u), \(K_{xx}=0.42\) at the minimum and \(-0.06\) at the saddle, with \(K_{xy}=-4/\sqrt{800}=-0.1414\) and \(K_{yy}=0.2\) at both. The eigenvalues of the \(xy\) blocks are

\[
\text{A: }\;0.31\pm\sqrt{0.11^2+0.02}=0.4892,\;0.1308,
\]
\[
\text{S: }\;0.07\pm\sqrt{0.13^2+0.02}=0.2621,\;-0.1221 .
\]

The \(z\) modes have the eigenvalues 0.3 and 0.15. The first of these corresponds to 8.563 THz, and the others follow from \(\nu\propto\sqrt{|\lambda|}\). The minimum has 5.655, 8.563 and 10.934 THz. The saddle has 6.055 and 8.003 THz, and \(\gamma/2\pi=5.463\) THz.

**Prefactor.** Formula (1) gives

\[
\frac{5.655\times8.563\times10.934}{6.055\times8.003}\ \text{THz}=10.93\ \text{THz}.
\]

The determinant form confirms it. The determinants are \((8.4\times8-16)\times6=307.2\) and \((-1.2\times8-16)\times3=-76.8\), in the same unit. Their ratio has magnitude 4, and \(5.463\sqrt4=10.93\) THz. That this lies close to the highest frequency in the well is an accident of the parameters, since (1) contains no such rule.

**Rates.** At 1000 K, \(k_BT=0.08617\) eV and the Boltzmann factor is \(9.29\times10^{-5}\), so \(\Gamma=1.02\times10^{9}\) s⁻¹. At 600 K the factor is \(1.91\times10^{-7}\) and \(\Gamma=2.08\times10^{6}\) s⁻¹. These are rates through one saddle. With three coordinates the model has no surrounding solid to take up energy, so the fourth assumption of Section 2 does not hold for the model in isolation. A trajectory that passes the saddle keeps enough energy to pass it again, and a large share return to A within about a picosecond. The numbers are the rates the jump would have if a surrounding solid removed that energy quickly.

**The unstable mode.** The first row of the eigenvalue equation, \((-0.06+0.1221)e_x=0.1414\,e_y\), gives \(e_y/e_x=0.439\). Undoing the mass weighting, the ratio of the displacements is \(y/x=0.439\sqrt{20/40}=0.31\). The neighbour moves less than on the relaxed path \(y=0.5x\), because inertia as well as energy determines the mode.

**A tilted plane.** The plane \(x=0\) looks natural, but it is not normal to the unstable mode. The \(xy\) block of \(K_S\) has determinant \(-0.012-0.02=-0.032\), so \((K_S^{-1})_{xx}=0.2/(-0.032)=-6.25\). Then \(F=0.1221\times6.25=0.763\), and the flux is too large by the factor \(1/\sqrt F=1.145\). Trajectories sampled on this plane and followed with the linearized saddle motion gave a surviving fraction of 0.873, in agreement with \(\sqrt F\).

**Masses and translation.** Doubling the neighbour's mass lowers \(\gamma/2\pi\) to 5.139 THz and the prefactor to 10.28 THz. Both fall by 6 %, as (11) requires.

If the frame that holds the atoms has a mass of 100 u and can slide along the jump direction, one zero mode appears. Leaving it out gives a prefactor of 12.94 THz. The rise has a simple origin. The potential depends on positions relative to the frame, so the determinants in those coordinates are unchanged. The kinetic energy of the relative motion is the total kinetic energy minimized over a common velocity added to all bodies. It cannot exceed the value for a fixed frame. The effective inertia is smaller, and \(\gamma\) is larger.

**Size of the errors.** The flux (4) was also integrated numerically with the full potential and minimized over the tilt of the plane. Relative to Vineyard's rate it is low by 0.20 % at \(k_BT=0.005\) eV and by 0.39 % at 0.010 eV. The deviation doubles with the temperature, as Section 11 predicts, and extrapolation to zero temperature gives a ratio of 1.0000. The same test with the sliding frame also gives 1.0000, which supports the omission of the zero mode. The deviation grows to 2.1 % at 600 K and 3.7 % at 1000 K. Its sign belongs to this model.

For the stiffest mode in the well, \(\hbar\omega/k_BT\) is 0.52 at 1000 K and 0.87 at 600 K. Its quantum partition function lies below the classical one by 1.1 % and 3.1 %, close to the estimate (12). These figures describe one mode and not the error of the rate, which also involves the other modes and tunnelling. The numerical output below lists the values in full.

## Numbers as computed

```
barrier parameter D = 0.80 eV; a = 1.00 angstrom
k = 8.0 eV/angstrom^2; c = 0.50 (no unit)
kappa_A = 6.0, kappa_S = 3.0 eV/angstrom^2
masses: jumper 20 u, neighbour 40 u
barrier V_S - V_A = 0.8000 eV
Hessian at minimum, xx xy yy zz (eV/angstrom^2): 8.400 -4.000 8.000 6.000
Hessian at saddle, xx xy yy zz (eV/angstrom^2): -1.200 -4.000 8.000 3.000
frequencies nu at minimum (THz): 5.655 8.563 10.934
real frequencies nu at saddle (THz): 6.055 8.003
unstable mode |omega_u|/2pi = 5.463 THz
unstable mode displacement ratio y/x = 0.3105
det Hessian(min)/|det Hessian(saddle)| = 4.0000
Vineyard prefactor = 10.925 THz
prefactor, neighbour 80 u = 10.278 THz
its |omega_u|/2pi = 5.139 THz
prefactor, sliding host of 100 u = 12.935 THz
kT = 0.005 eV: least flux/Vineyard, fixed host 0.99805, sliding host 0.99810
kT = 0.010 eV: least flux/Vineyard, fixed host 0.99608, sliding host 0.99618
extrapolated to kT = 0: fixed 1.00002, sliding 1.00002
plane tilt: least flux at kT = 0.005 eV 0.5561 rad, unstable mode 0.5557 rad
plane x=0 overcount: plane formula 1.1448, quadrature to kT = 0 1.1448
transmitted fraction for x=0, trajectories: 0.873
transmitted fraction times overcount: 1.000
T = 600 K: kT = 0.05170 eV, Boltzmann factor 1.9068e-07
  Vineyard rate 2.0832e+06 1/s
  full anharmonic least flux 2.0390e+06 1/s, ratio to Vineyard 0.9788
  stiffest mode at minimum: hbar omega/kT = 0.8746,
  its quantum/classical partition function = 0.9688
T = 1000 K: kT = 0.08617 eV, Boltzmann factor 9.2935e-05
  Vineyard rate 1.0153e+09 1/s
  full anharmonic least flux 9.7762e+08 1/s, ratio to Vineyard 0.9629
  stiffest mode at minimum: hbar omega/kT = 0.5247,
  its quantum/classical partition function = 0.9886
```
